\section*{Straight-Line Fitting and End Differencing of Shot-Noise-Limited Pixel Ramps, part 1}

(Sections cited here and not found follow in the second part.)

\section{The variance ratio}

\subsection{A fit that loses precision}

A pixel that can be read without being emptied is sampled 61 times while light fills it at a constant rate. It seems natural to draw the least-squares straight line through all the samples and to take its slope as the photocurrent, in the belief that 61 samples must fix a slope better than two. When the noise is the shot noise of the collected charge, this belief is wrong. The slope from the 61 samples has a variance about 18\,\% larger than the slope obtained by subtracting the first sample from the last and discarding the other 59. The error usually quoted with such a fit gives no warning: for the example treated below, the usual formula turns the scatter of the samples about the line into a slope error of $0.211$ e$^-$/s (root mean square over many ramps), whereas the slope really fluctuates by $1.984$ e$^-$/s.

The cause is that shot noise accumulates. An excess of charge collected early in the ramp is still present in every later sample, so successive samples repeat one another's errors and do not average them away. The calculation below finds the price of ignoring this. For many equally spaced samples the variance ratio tends to $6/5$; for a finite number it is smaller, and its exact value is simple.

\subsection{Model of the ramp}

The pixel is reset at time zero and then read at the times
\begin{equation}
t_i=i\,d,\qquad i=1,\dots,n,\qquad T=t_n-t_1=(n-1)d ,
\label{eq:times}
\end{equation}
where $d$ is the read spacing and $T$ the span between the end reads. All charge is counted in electrons. The $i$th read is
\begin{equation}
S_i=A+N_i .
\label{eq:read}
\end{equation}
Here $A$ is an unknown offset left by the reset, common to all reads of one ramp, and $N_i$ is the number of electrons collected up to $t_i$. Four assumptions define the shot-noise-limited case. Electrons arrive independently at a constant mean rate $F$, so that the arrivals form a Poisson process. The response is linear and the pixel does not saturate. Reading takes a negligible time and does not disturb the charge. The read-out itself adds no noise; this last assumption is lifted in the second half.

The natural variables are the charges collected between neighbouring reads,
\begin{equation}
q_k=S_{k+1}-S_k=N_{k+1}-N_k,\qquad k=1,\dots,n-1 .
\label{eq:incr}
\end{equation}
The offset has dropped out. Counts of a Poisson process in intervals that do not overlap are independent, and each has a variance equal to its mean:
\begin{equation}
\langle q_k\rangle=Fd,\qquad \mathrm{Var}(q_k)=Fd,\qquad \mathrm{Cov}(q_k,q_l)=0\quad(k\neq l).
\label{eq:qstat}
\end{equation}
Angle brackets and variances refer to an ensemble of ramps taken at the same $F$.

The reads themselves are far from independent. For $i\le j$ write $N_j=N_i+(N_j-N_i)$. The bracket is charge that arrives after $t_i$ and is independent of $N_i$, so
\begin{equation}
\mathrm{Cov}(N_i,N_j)=\mathrm{Var}(N_i)=F\,t_i=F\min(t_i,t_j).
\label{eq:cov}
\end{equation}
Dividing by the two standard deviations gives a correlation coefficient $\sqrt{t_i/t_j}$, which is close to one for neighbouring reads late in the ramp. A late read therefore repeats most of the random error of its predecessor.

\subsection{Slope from the end reads}

The first estimate of $F$ is the difference of the end reads divided by the span,
\begin{equation}
g=\frac{S_n-S_1}{T}=\frac1T\sum_{k=1}^{n-1}q_k ,
\label{eq:g}
\end{equation}
where the sum follows from \eqref{eq:incr} because the intermediate reads cancel in pairs. Its mean is $(n-1)Fd/T=F$, so it is unbiased. The variances of independent terms add:
\begin{equation}
\mathrm{Var}(g)=\frac{(n-1)Fd}{T^2}=\frac{F}{T}.
\label{eq:varg}
\end{equation}
The intermediate reads have been discarded, but the charge they recorded has not: it is still in the pixel at the last read.

\subsection{Slope from the unweighted fit}

The second estimate is the slope $b$ of the line $a+bt$ that minimizes $\sum_i(S_i-a-bt_i)^2$, every read having the same weight and the intercept $a$ being free. Setting the derivatives with respect to $a$ and $b$ to zero gives
\begin{equation}
\sum_i(S_i-a-bt_i)=0,\qquad \sum_i t_i(S_i-a-bt_i)=0 .
\label{eq:normal}
\end{equation}
With $\bar S$ and $\bar t$ the averages over the reads, the first condition is $a=\bar S-b\bar t$. Insert this into the second condition and subtract $\bar t$ times the first:
\begin{equation}
\sum_i(t_i-\bar t)\left[S_i-\bar S-b(t_i-\bar t)\right]=0 .
\end{equation}
The term with $\bar S$ vanishes because $\sum_i(t_i-\bar t)=0$. Hence
\begin{equation}
b=\frac1X\sum_{i=1}^n(t_i-\bar t)S_i,\qquad X=\sum_{i=1}^n(t_i-\bar t)^2 .
\label{eq:b}
\end{equation}
For the same reason the offset $A$ does not affect $b$. With $\bar t=(n+1)d/2$ and the sum of the first $n$ squares, $n(n+1)(2n+1)/6$,
\begin{align}
X&=d^2\left[\frac{n(n+1)(2n+1)}6-\frac{n(n+1)^2}4\right]\nonumber\\
&=\frac{d^2n(n+1)}{12}\left[(4n+2)-(3n+3)\right]
=\frac{d^2n(n^2-1)}{12}.
\label{eq:X}
\end{align}

The variance of $b$ could be found from \eqref{eq:cov} as a double sum. It is shorter, and shows more, to express $b$ through the independent charges $q_k$. Put $S_i=S_1+\sum_{k=1}^{i-1}q_k$ into \eqref{eq:b}. The term in $S_1$ cancels as the offset did. A given $q_k$ is contained in the reads $i=k+1,\dots,n$ and in no others, so exchanging the sums gives
\begin{equation}
b=\sum_{k=1}^{n-1}W_kq_k,\qquad W_k=\frac1X\sum_{i=k+1}^{n}(t_i-\bar t).
\label{eq:bw}
\end{equation}
The integers from $k+1$ to $n$ number $n-k$ and have the average $(n+k+1)/2$. Therefore
\begin{equation}
\sum_{i=k+1}^{n}(t_i-\bar t)
=d(n-k)\left[\frac{n+k+1}2-\frac{n+1}2\right]=\frac{d\,k(n-k)}2 ,
\end{equation}
and division by \eqref{eq:X} yields
\begin{equation}
W_k=\frac{6k(n-k)}{d\,n(n^2-1)} .
\label{eq:W}
\end{equation}

This is the heart of the matter. The end difference \eqref{eq:g} gives every interval the same weight $1/T$. The fit gives the intervals a parabolic weight, large in mid-ramp and small at the ends, although \eqref{eq:qstat} says that all intervals are equally informative about $F$. For four reads, for instance, $k(n-k)=3,4,3$ and the weights are $0.3/d$, $0.4/d$ and $0.3/d$, where the end difference has $1/(3d)$ three times.

\subsection{Variance of the fitted slope}

Two sums are needed, both built from the power sums $P_p=\sum_{k=1}^{n-1}k^p$:
\begin{align}
P_1&=\frac{n^2}2-\frac n2,&
P_2&=\frac{n^3}3-\frac{n^2}2+\frac n6,\nonumber\\
P_3&=\frac{n^4}4-\frac{n^3}2+\frac{n^2}4,&
P_4&=\frac{n^5}5-\frac{n^4}2+\frac{n^3}3-\frac n{30}.
\label{eq:P}
\end{align}
Each expression vanishes at $n=1$, where the sum is empty, and each must grow by $n^p$ when $n$ is replaced by $n+1$. For $P_4$ the growth is
\begin{align}
&\left(n^4+2n^3+2n^2+n+\tfrac15\right)-\left(2n^3+3n^2+2n+\tfrac12\right)\nonumber\\
&\quad+\left(n^2+n+\tfrac13\right)-\tfrac1{30}=n^4 ,
\end{align}
since the constants add to $(6-15+10-1)/30=0$. The same expansion gives $(n^3+\frac32n^2+n+\frac14)-(\frac32n^2+\frac32n+\frac12)+(\frac12n+\frac14)=n^3$ for $P_3$, $(n^2+n+\frac13)-(n+\frac12)+\frac16=n^2$ for $P_2$, and $(n+\frac12)-\frac12=n$ for $P_1$.

The first sum settles the mean of $b$:
\begin{equation}
\sum_{k=1}^{n-1}k(n-k)=nP_1-P_2=\frac{n^3}6-\frac n6=\frac{n(n^2-1)}6 .
\label{eq:sum1}
\end{equation}
With \eqref{eq:W} this means $\sum_kW_k=1/d$, so $\langle b\rangle=Fd/d=F$. The fit is unbiased, and its fault lies in its scatter. The second sum is
\begin{align}
\sum_{k=1}^{n-1}k^2(n-k)^2&=n^2P_2-2nP_3+P_4\nonumber\\
&=n^5\left(\tfrac13-\tfrac12+\tfrac15\right)+n^4\left(-\tfrac12+1-\tfrac12\right)\nonumber\\
&\quad+n^3\left(\tfrac16-\tfrac12+\tfrac13\right)-\tfrac n{30}
=\frac{n(n^4-1)}{30}.
\label{eq:sum2}
\end{align}
Because the $q_k$ are independent with variance $Fd$, and because $n^4-1=(n^2-1)(n^2+1)$,
\begin{align}
\mathrm{Var}(b)&=Fd\sum_{k=1}^{n-1}W_k^2
=\frac{36\,Fd}{d^2n^2(n^2-1)^2}\,\frac{n(n^2-1)(n^2+1)}{30}\nonumber\\
&=\frac65\,\frac Fd\,\frac{n^2+1}{n(n^2-1)} .
\label{eq:varb}
\end{align}
Division by \eqref{eq:varg}, with $T=(n-1)d$, gives the ratio
\begin{equation}
R_n=\frac{\mathrm{Var}(b)}{\mathrm{Var}(g)}=\frac65\,\frac{n^2+1}{n(n+1)} .
\label{eq:R}
\end{equation}
Neither the flux nor the read spacing appears in it.

\subsection{Few reads and many reads}

Since $n^2+1=n(n+1)-(n-1)$, the ratio can be written
\begin{equation}
R_n=\frac65\left[1-\frac{n-1}{n(n+1)}\right].
\label{eq:Ralt}
\end{equation}
The subtracted term is positive, so $R_n$ lies below $6/5$ for every finite $n$ and approaches it as $n\to\infty$. When $n$ is raised by one the subtracted term changes by
\begin{equation}
\frac{n}{(n+1)(n+2)}-\frac{n-1}{n(n+1)}=\frac{2-n}{n(n+1)(n+2)} ,
\end{equation}
which is zero for $n=2$ and negative for larger $n$. The ratio is thus the same for two and three reads, where \eqref{eq:R} gives $R_2=R_3=1$, and rises steadily afterwards: $1.020$ for 4 reads, $1.083$ for 8, $1.134$ for 16 and $1.199$ for 1000. Two reads define the line completely. With three reads the middle one sits at $\bar t$, has no weight in \eqref{eq:b}, and the fit is again the end difference.

At fixed span $T$ and fixed flux, then, adding equally spaced reads beyond the third makes the fitted slope worse. The extra reads bring no new charge; they shift the weight further towards mid-ramp.

The limit has a direct reading. Let $u=k/n$ be the fraction of the ramp at which charge arrives. For large $n$ the weight \eqref{eq:W} tends to $6u(1-u)/T$, and the sum over intervals becomes an integral, so that
\begin{equation}
\mathrm{Var}(b)\to\frac FT\int_0^1 36u^2(1-u)^2\,du
=\frac{36F}T\left(\frac13-\frac12+\frac15\right)=\frac65\,\frac FT .
\label{eq:cont}
\end{equation}
The relative weight $w=6u(1-u)$ has unit average, so $\int w^2du=1+\int(w-1)^2du$. The excess of one fifth is the mean square departure of the fit's weighting from the uniform one.

Only the second moments in \eqref{eq:qstat} entered the ratio. It therefore holds for any noise whose increments are uncorrelated and of equal variance, whether or not they are Poisson counts.

\subsection{A ramp of 61 reads}

Take $F=200$ e$^-$/s, $n=61$ and $d=1$ s, so that $T=60$ s and $12000$ electrons arrive on average between the end reads. Equations \eqref{eq:varg} and \eqref{eq:R} give
\begin{align}
\mathrm{Var}(g)&=\frac{200}{60}=3.333\ (\mathrm{e^-/s})^2,\nonumber\\
R_{61}&=\frac65\cdot\frac{3722}{3782}=1.181,\nonumber\\
\mathrm{Var}(b)&=1.181\times3.333=3.937\ (\mathrm{e^-/s})^2 .
\end{align}
The standard errors are $1.826$ e$^-$/s for the difference and $1.984$ e$^-$/s for the fit, or $0.9\,\%$ and $1.0\,\%$ of the flux. At fixed flux and number of reads both variances fall as $1/T$. The fit would therefore need a span longer by the factor $R_{61}$, that is by $10.9$ s, to match the precision that the difference reaches in 60 s.

A simulation of $60000$ Poisson ramps with these parameters, each with its own random offset, gave a variance ratio of $1.184$. This is about $0.25\,\%$ above \eqref{eq:R}, where agreement within $1.5\,\%$ had been required.

\section{Why differencing wins, and when it does not}

\subsection{Quantities carried over}

Reads $S_i$ are taken at $t_i=id$, $i=1,\dots,n$, over the span $T=(n-1)d$. The charges $q_k=S_{k+1}-S_k$ are independent Poisson counts of mean and variance $Fd$. The end difference $g=(S_n-S_1)/T$ has variance $F/T$. The least-squares slope is $b=\sum_i(t_i-\bar t)S_i/X=\sum_kW_kq_k$, with $X=d^2n(n^2-1)/12$ and $\sum_kW_k=1/d$. Both estimates are unbiased, both ignore a constant offset, and $\mathrm{Var}(b)=R_nF/T$ with $R_n$ from \eqref{eq:R}.

With shot noise alone, the unweighted fit and the end difference are both unbiased, but the variance of the fit is larger by the factor $R_n$, which is 1 for two and three reads and rises towards $6/5$ for many. It remains to ask whether any other estimate can beat the end difference, why the fit reports too small an error, and how read noise and the other effects in a real pixel change the choice between the two methods.
